The extra Kohn–Sham potential of a density-dependent dielectric cavity

**What fails without the extra term**

Place an Sr²⁺ ion in a dielectric continuum whose permittivity depends on the local electron density. Suppose that the Kohn–Sham potential contains the electrostatic potential of the polarized system and nothing else from the medium. The self-consistent cycle converges, but not to the minimum of the energy. In the example worked below, the total energy lies 0.30 eV above the minimum of the same model in the same orbital basis, and the 4p level differs by 0.99 eV from the derivative of the energy with respect to its occupation.

The cause is that electrons act on the medium in two ways. They are charges, and they also shape the cavity by setting the permittivity. The second action contributes to the functional derivative

δE/δn = −φ − (1/8π)(dε/dn)|∇φ|².   (1)

**Conventions and conditions**

The algebra uses atomic units with ε = 1 in vacuum. The electron number density is n ≥ 0, and the charge density is

ρ = ρ_ion − n.   (2)

The potential φ obeys

∇·(ε∇φ) = −4πρ,   ε = ε(n(r)).   (3)

The medium is linear and isotropic, ε is positive, and its value at a point is a differentiable function of the density at that point. The ions stay fixed while n varies. The electrostatic energy, which includes the work of polarizing the medium, is

E[n] = ½∫ρφ d³r.   (4)

Substitute ρ from (3) and integrate by parts:

E = −(1/8π)∫φ∇·(ε∇φ) d³r = (1/8π)∫ε|∇φ|² d³r.   (5)

For an isolated system φ falls as 1/r and its gradient as 1/r², so the surface term falls as r²·r⁻³ = 1/r and vanishes. In a periodic cell opposite faces cancel. The cell must be neutral, so ∫δn d³r = 0 there, and δE/δn is defined up to a constant.

The nuclei are first taken as smooth charges. They may be shrunk to points if ε = 1 in a neighbourhood of each nucleus, because the divergent self-energy is then a constant that can be removed. A cavity function that only approaches 1 does not meet this condition, as the second cavity below shows.

**First derivation: the response of the potential**

Change n by δn. Equation (4) gives, to first order,

δE = ½∫(φ δρ + ρ δφ) d³r.   (6)

The unknown is δφ. Vary (3), remembering that ε changes too:

∇·(ε∇δφ) = −4πδρ − ∇·(δε∇φ).   (7)

What is needed is ∫ρδφ, not δφ itself. Start from (3) and integrate by parts twice, which moves the operator from φ to δφ:

4π∫ρδφ d³r = −∫δφ ∇·(ε∇φ) d³r
= ∫ε∇δφ·∇φ d³r
= −∫φ ∇·(ε∇δφ) d³r.

Now insert (7):

4π∫ρδφ d³r = 4π∫φδρ d³r + ∫φ∇·(δε∇φ) d³r.

One more integration by parts turns the last integral into −∫δε|∇φ|² d³r. Hence

∫ρδφ d³r = ∫φδρ d³r − (1/4π)∫δε|∇φ|² d³r.   (8)

If ε were fixed, the two halves of (6) would be equal. Here they differ by the work associated with the change of the medium. Put (8) into (6):

δE = ∫φδρ d³r − (1/8π)∫δε|∇φ|² d³r.   (9)

The factor 1/4π has become 1/8π through the ½ in (4). With the ions fixed, δρ = −δn, and the local cavity gives δε = (dε/dn)δn. Therefore

δE = ∫[−φ − (1/8π)(dε/dn)|∇φ|²] δn d³r,

which is (1).

**Second derivation: a maximum principle**

For a given density, define a functional of an arbitrary trial potential χ:

L[χ; n] = ∫ρχ d³r − (1/8π)∫ε(n)|∇χ|² d³r.   (10)

Write χ = φ + η, where φ solves (3). Expanding the square gives

L[φ+η; n] = L[φ; n] + ∫ρη d³r − (1/4π)∫ε∇φ·∇η d³r − (1/8π)∫ε|∇η|² d³r.

Integration by parts and (3) turn the third term into

(1/4π)∫η∇·(ε∇φ) d³r = −∫ρη d³r,

which cancels the second. By (4) and (5), L[φ; n] = 2E − E = E. Thus

L[φ+η; n] = E[n] − (1/8π)∫ε|∇η|² d³r.   (11)

Since ε > 0, the true potential maximizes L, and the maximum is the energy.

Let the density become n + δn, with true potential φ + δφ. Use the old φ as a trial potential for the new density. It is wrong by −δφ, so (11) gives

E[n+δn] = L[φ; n+δn] + (1/8π)∫ε(n+δn)|∇δφ|² d³r.

The last term is of second order. To first order, δE is therefore the change of L at fixed φ:

δE = −∫φδn d³r − (1/8π)∫(dε/dn)|∇φ|²δn d³r.

This is (1) again, without solving for or eliminating δφ.

The choice of functional fixes the sign. The field energy (5) has the same value as L at the solution, but it is not stationary in φ. Varying its ε at fixed φ would give +(1/8π)(dε/dn)|∇φ|², which has the wrong sign because the response of φ has been lost.

**What each derivation assumes**

The first derivation needs the linear energy (4), a symmetric operator in (3), and a solution φ that changes smoothly with n. It does not use the sign of ε. It also delivers (8), which shows how much of the energy change comes from the response of the potential.

The second needs stationarity; positivity of ε additionally makes the stationary point a maximum. It extends to a medium that responds nonlinearly. Let F = |∇χ|, and let W(F, n) be the function with W(0, n) = 0 and ∂W/∂F = D/4π, where D is the magnitude of the displacement. The first condition is needed because a term depending on n alone would change the energy and its derivative. Replace (10) by

L = ∫ρχ d³r − ∫W(F, n) d³r.

Stationarity in χ gives Gauss's law for D. The stationary value is the energy, and only the explicit dependence on n survives in its first variation:

δE/δn = −φ − (∂W/∂n) at fixed F.   (12)

For a linear medium W = εF²/8π, and (12) returns to (1). The first derivation cannot start from ½∫ρφ in the nonlinear case, because that expression is no longer the energy.

Both derivations use a local ε(n). If ε depends on ∇n or on the density elsewhere, δε is not (dε/dn)δn, and further terms appear. Mobile ions and cavity surface or volume energies also add terms of their own.

**Consequences for the Kohn–Sham equations**

Call the extra potential energy of an electron

V_ε = −(1/8π)(dε/dn)|∇φ|².   (13)

In a cavity model ε falls as n rises, so V_ε ≥ 0: an electron in the cavity wall displaces medium that would lower the energy. The Kohn–Sham potential is

v = −φ + V_ε + v_xc.

Let λ_i be an orbital energy and f_i an occupation. When f_i changes, the orbitals relax, but with the full potential their relaxation contributes Σ_j f_jλ_j d⟨ψ_j|ψ_j⟩/df_i, which is zero because the norms are fixed. This leaves

dE_tot/df_i = λ_i.   (14)

Now omit V_ε when finding the orbitals, but keep the same energy functional. The true derivative contains V_ε acting on the whole density change, including relaxation:

dE_tot/df_i = λ_i + ∫V_ε (dn/df_i) d³r.   (15)

The failure of (14) therefore measures the omitted term.

If the total energy is assembled from orbital energies, V_ε must also be removed from the sum. Since Σf_iλ_i equals the kinetic energy plus ∫vn d³r,

E_tot = Σf_iλ_i − ∫n(−φ + V_ε + v_xc) d³r + E + E_xc.

**Two cavity functions**

The Fattebert–Gygi form, with bulk permittivity ε_b, is

ε = 1 + (ε_b − 1)/(1 + x),   x = (n/n₀)^(2β).

Because dx/dn = 2βx/n,

dε/dn = −(ε_b − 1)2βx/[n(1+x)²].   (16)

The self-consistent continuum solvation (SCCS) form switches between two densities. With Λ = ln(n_max/n_min) and s = ln(n_max/n)/Λ, held between 0 and 1,

ln ε = ln ε_b [s − sin(2πs)/(2π)].

Inside the window ds/dn = −1/(nΛ), so

dε/dn = −ε ln ε_b [1 − cos(2πs)]/(nΛ).   (17)

This vanishes at both ends of the window. For n > n_max the permittivity is 1, so point nuclei are admissible.

**Spherical ions and the thin-wall limit**

Let Q(r) be the charge enclosed within radius r. Gauss's law gives the radial field Q/(εr²), and (13) becomes

V_ε = −(1/8π)(dε/dn)Q²/(ε²r⁴) = (1/8π)(Q²/r⁴) d(1/ε)/dn.   (18)

Now let the wall be thin and lie at radius a, with Q nearly constant across it, ε = 1 inside and ε = ε_b outside. The radial force per unit area that V_ε exerts on the electrons is −∫n(dV_ε/dr)dr. Since V_ε vanishes on both sides, integration by parts gives

−∫n(dV_ε/dr)dr = ∫V_ε(dn/dr)dr
= (Q²/8πa⁴)∫d(1/ε)
= −(Q²/8πa⁴)(1 − 1/ε_b).   (19)

The minus sign means an inward force. Compare it with the Born energy of a charge in a spherical cavity,

E_B = −(1 − 1/ε_b)Q²/(2a).

Its derivative is dE_B/da = (1 − 1/ε_b)Q²/(2a²). Division by the area 4πa² gives the inward pressure in (19). In this limit the extra potential carries the pressure of the medium on the cavity wall. If ε does not depend on n, V_ε vanishes.

**A test without symmetry**

In a sphere, Gauss's law fixes the displacement whatever ε is. A less special test used a periodic cubic cell of side 6 bohr, with smooth charges and a Fattebert–Gygi permittivity (ε_b = 6, n₀ = 0.3 bohr⁻³, β = 1). For one irregular density change, finite differences of the energy gave a slope of 2.63001 in atomic units. The term −φ alone gave 2.68154 and the extra term −0.05153. Their sum is 2.63001.

**Sr²⁺ in a water-like continuum**

The ion is treated with all electrons, nonrelativistically, in spherical Kohn–Sham theory with Slater exchange, VWN correlation and a finite Gaussian basis. The values below belong to that basis. It cannot follow the narrow wall potential completely, so the energies and levels found with V_ε are converged only to about 0.1 eV, and the peak of V_ε in the wall to about 1 eV. In a converged B-spline basis the relaxed solvation energy moves from −17.13 to −17.18 eV, the 4p level with V_ε from −18.38 to −18.30 eV, the gain from relaxation from 0.25 to 0.29 eV, the energy excess without V_ε from 0.30 to 0.34 eV, and the wall peak to 28.4 eV; the 0.988 eV gap below does not change. The radial grid shifts all levels by about 0.004 eV, so further digits serve only to compare a level with its derivative. The chosen parameters are ε_b = 80, n_min = 0.001 Å⁻³ and n_max = 0.03 Å⁻³ in the SCCS form.

The radial grid has a spacing of about 0.02 Å in the wall; a finer grid puts the maximum of V_ε near 1.65 Å, with ε ≈ 2.1 and V_ε ≈ 27.7 eV. On the grid used, the extra potential is largest at r = 1.641 Å, where n = 0.01092 Å⁻³. There

s = ln(0.03/0.01092)/ln 30 = 0.297,
ε = 1.887,
dε/dn = −287.7 Å³.

The enclosed charge is 2.0725 e. With e²/(4πε_vac) = 14.400 eV Å, where ε_vac is the vacuum permittivity, the field is

14.400 × 2.0725/(1.887 × 1.6407²) = 5.875 V/Å.

In these units (13) acquires a division by 14.400 eV Å:

V_ε = 287.7 × 5.875²/(8π × 14.400) = 27.4 eV.

At the same place the medium's contribution to −φ is 17.1 eV, so V_ε is not a small correction there. It is confined to the wall: it falls to 1.06 eV at 1.512 Å and to 0.45 eV at 1.955 Å.

The peak lies where ε is still near 2, far below the bulk value. Equation (18) shows why: the factor that matters is the slope of 1/ε, and most of the fall of 1/ε from 1 to 1/80 is over once ε has reached a few units.

The electrostatic solvation energy is −16.89 eV with the vacuum density held fixed and −17.13 eV (−0.6296 hartree) after relaxation. A Born sphere with the latter energy has radius 1.66 Å, inside the computed wall.

With V_ε included, the 4p level is −18.3764 eV and dE_tot/df is −18.3764 eV, where f is the occupation of the whole 4p shell, spread evenly over its orbitals. Without V_ε the level is −19.943 eV and the derivative is −18.956 eV. The difference, 0.988 eV, is the integral in (15).

The omission also raises the energy by 0.303 eV, more than the 0.246 eV gained by correct relaxation. The incomplete potential thus gives a worse density, judged by this energy, than no relaxation at all. A likely reason is that the medium's part of −φ falls outward, with slope −(1 − 1/ε)Q/r², and so draws electrons into the wall, while the cost of displacing the medium is missing.

**The second cavity and the point nucleus**

With n₀ = 0.003 Å⁻³ and β = 1.3, and the same ε_b, the Fattebert–Gygi cavity gives a solvation energy of −18.09 eV. The 4p level and dE_tot/df agree at −17.587 eV.

The largest value of V_ε, however, is about 26,600 eV, at the innermost radial point, 10⁻⁶ bohr from the nucleus. Only its order of magnitude matters: it scales as n^(−3.6), and a basis that reproduces the density cusp at the nucleus lowers it to about 20,000 eV. It is not a feature of the cavity wall. Near a nucleus of charge Z, x is huge, (16) tends to −(ε_b − 1)2β/(nx), and the field tends to Z/r². Hence

V_ε ≈ (ε_b − 1)2βZ²/(8πnxr⁴).

The Gaussian basis keeps the density at the nucleus finite, so this diverges as r⁻⁴. The energy diverges too: the medium contributes about −½(ε_b − 1)Z²/(xr_min) when the integral stops at r_min. Taking n ≈ 2Z³/π from the 1s shell, with Z = 38, gives x ≈ 3 × 10²⁰ and an energy of order 10⁻⁸ eV or less at this cutoff. The quoted solvation energy is unaffected, but the limit r_min → 0 does not exist. Smeared nuclei, or a permittivity set to 1 in the core, remove the fault.

**Beside real water**

The measured hydration free energy of Sr²⁺ is roughly −14 eV, so this model binds too strongly. The cavity parameters were chosen round and not fitted to this ion. The model also omits relativity, the structure of the first water shell, charge transfer and non-electrostatic energies.

Real water also breaks the assumption of a linear response. A dipole of 0.4 e Å, roughly that of a water molecule, has an orientation energy of magnitude 0.4 × 5.875 = 2.35 eV when aligned with the field at the peak of V_ε. That is 91 times kT at 300 K, so orientation would be saturated. The dipole energy exceeds kT out to 2.36 Å, and 31 percent of the medium's reaction energy comes from within that radius.

That radius is not the outer limit of saturation. With 0.0334 molecules per Å³, complete alignment of the dipoles gives a polarization P with 4πP = 4π × 14.400 × 0.0334 × 0.4 = 2.42 V/Å. At 2.356 Å the linear medium requires (1 − 1/80) × 2 × 14.400/2.356² = 5.12 V/Å, nearly all of it from orientation. The linear model therefore asks for more alignment than is possible there, and saturation reaches farther out.

The size of the part inside 2.36 Å follows from Gauss's law. Outside 2.36 Å the enclosed charge is close to 2 e and ε is close to 80, so the reaction energy there is

−½(1 − 1/80) × 2² × 14.400/2.356 = −12.1 eV.

This is the remaining 69 percent, so the inner part is about −5.4 eV. At fixed density, removing all polarization inside 2.36 Å would weaken solvation by that amount. Saturation removes only part of the polarization there, but it also acts farther out, so this figure is not an estimate of its effect. Equation (1) remains the correct derivative of the linear model; a saturating medium requires (12). The full set of values is in the numerical output.

Computed results

```
3D cell test (atomic units)
 energy slope, finite difference   2.63001124
 slope from -phi alone             2.68154457
 slope from extra term             -0.05153332
 sum of the two terms              2.63001124
Sr2+ inputs
 bulk permittivity 80; n_min 0.001 n_max 0.03 1/A^3
 Fattebert-Gygi n0 0.003 1/A^3, beta 1.3
Profile, SCCS cavity, self-consistent with extra term
 r(A)   n(1/A^3)  eps     field(V/A)  extra(eV)
 1.512  0.02563    1.003   13.4502    1.0570
 1.548  0.02025    1.044   12.1881    6.8875
 1.584  0.01589    1.192   10.0934   16.7027
 1.660  0.00961    2.377    4.5420   27.3839
 1.739  0.00570    8.084    1.2037   14.6205
 1.844  0.00291   38.412    0.2235    3.2661
 1.955  0.00148   76.692    0.0991    0.4503
Peak of the extra potential, SCCS
 radius                            1.6407 A
 density                           0.010920 1/A^3
 permittivity                      1.8871
 d eps/d n                         -287.651 A^3
 enclosed charge                   2.0725 e
 field                             5.8751 V/A
 e^2/(4 pi eps_vac)                14.3996 eV A
 extra potential                   27.4352 eV
 reaction part of -phi there       17.0552 eV
Energies, SCCS
 solvation, frozen vacuum density  -16.8860 eV
 solvation, self-consistent        -17.1316 eV
 same in hartree                   -0.62958 Ha
 equivalent Born radius            1.6600 A
 energy excess if term omitted     0.30294 eV
 4p level in vacuum                -36.5880 eV
 4p level with term                -18.37644 eV
 dE/df with term                   -18.37642 eV
 4p level without term             -19.94341 eV
 dE/df without term                -18.95570 eV
Fattebert-Gygi cavity
 solvation, self-consistent        -18.0860 eV
 extra potential peak              26550.6674 eV at 0.0000 A
 4p level, dE/df                   -17.58696, -17.58695 eV
Neglected dielectric saturation, SCCS
 dipole 0.4 e A, temperature 300 K, kT 0.02585 eV
 dipole energy/kT at peak          90.9
 ratio exceeds 1 out to            2.356 A
 reaction energy from that region  30.9 percent
```
